\section*{The Linked-Cluster Theorem and Extensivity for Lattice Fermions}

\section{One site, then many}

Take a single lattice site that holds up to two electrons of opposite spin. Each electron has energy $-\mu$, measured from the chemical potential, and a pair costs an extra energy $U$. We set $\hbar=k_B=1$ and write $\beta=1/T$ and $a=e^{\beta\mu}$. The four states give
\begin{equation}
Z=1+2a+a^2e^{-\beta U},\qquad Z_0=(1+a)^2 ,
\end{equation}
where $Z_0$ is the value at $U=0$. Let $\nu=a/(1+a)$ be the filling per spin at $U=0$, and let $p=\nu^2$ be the probability of double occupation there. Since $Z-Z_0=a^2(e^{-\beta U}-1)$,
\begin{equation}
\frac{Z}{Z_0}=1+p\,(e^{-x}-1),\qquad x=\beta U. \label{atom}
\end{equation}
To obtain the logarithm, put $w=p(-x+x^2/2-x^3/6+\dots)$ in $\ln(1+w)=w-w^2/2+w^3/3-\dots$. Here $w^2=p^2(x^2-x^3+\dots)$ and $w^3=-p^3x^3+\dots$, so
\begin{equation}
\ln\frac{Z}{Z_0}=-p\,x+p(1-p)\frac{x^2}{2}-p(1-p)(1-2p)\frac{x^3}{6}+\dots \label{atomlog}
\end{equation}
The coefficients of $(-x)^n/n!$ are the cumulants of a variable that equals 1 with probability $p$ and 0 otherwise.

For $M$ independent sites the partition function is $Z^M$. The coefficient of $x^2/2$ in $(Z/Z_0)^M$ is $Mp+M(M-1)p^2$, which contains $M^2$. In the logarithm the same coefficient is $Mp(1-p)$. The logarithm has removed the products of unrelated events on different sites. The linked-cluster theorem says that this also happens when electrons move between sites, and that what remains is the sum of connected diagrams.

\section{Vacuum diagrams}

Let $H=H_0+V$ on a ring of $N$ sites, with
\begin{equation}
H_0=-t\sum_{x,s}\left(c^\dagger_{xs}c_{x+1,s}+\mathrm{h.c.}\right)-\mu\sum_{x,s}\hat n_{xs},\qquad V=U\sum_x \hat n_{x\uparrow}\hat n_{x\downarrow}.
\end{equation}
The trace in $Z=\mathrm{Tr}\,e^{-\beta H}$ runs over all particle numbers. Define $S(\tau)=e^{\tau H_0}e^{-\tau H}$. Then
\begin{equation}
\frac{dS}{d\tau}=e^{\tau H_0}(H_0-H)e^{-\tau H}=-V(\tau)S(\tau),\qquad V(\tau)=e^{\tau H_0}Ve^{-\tau H_0}.
\end{equation}
With $S(0)=1$, iteration gives the time-ordered exponential of $-\int_0^\beta V(\tau)\,d\tau$. Because $e^{-\beta H}=e^{-\beta H_0}S(\beta)$,
\begin{equation}
\frac{Z}{Z_0}=\sum_{n=0}^\infty\frac{(-U)^n}{n!}z_n,\qquad z_n=\sum_{x_1\dots x_n}\int_0^\beta\! d\tau_1\dots d\tau_n\,W(1,\dots,n), \label{dyson}
\end{equation}
where $W(1,\dots,n)=\langle T\prod_j \hat n_{x_j\uparrow}(\tau_j)\hat n_{x_j\downarrow}(\tau_j)\rangle_0$ and $z_0=1$. A vertex $j$ stands for the pair $(x_j,\tau_j)$.

Since $H_0$ is quadratic, Wick's theorem applies. Since it is a sum over spins, $W$ is a product of two equal averages. Define
\begin{equation}
G_x(\tau)=-\langle Tc_x(\tau)c_0^\dagger(0)\rangle_0,\qquad g_{jk}=G_{x_j-x_k}(\tau_j-\tau_k),
\end{equation}
with equal times read as $\tau=0^-$, so that $g_{jj}=\langle c^\dagger c\rangle_0=\nu$. For one spin, a full contraction pairs each $c_j$ with some $c^\dagger_{\pi(j)}$, where $\pi$ is a permutation. Consider a cycle $1\to2\to\dots\to\ell\to1$ in $c_1^\dagger c_1\cdots c_\ell^\dagger c_\ell$. Moving $c_1^\dagger$ to the far right passes $2\ell-1$ operators and gives a factor $-1$. The $\ell$ contractions are then $-g_{12},\dots,-g_{\ell1}$. The total sign $(-1)^{\ell+1}$ is the sign of the cycle. Different cycles can be regrouped freely, because pairs $c_j^\dagger c_j$ commute under $T$. Hence
\begin{equation}
W=(\det g)^2=\sum_{\pi,\sigma}\mathrm{sgn}\,\pi\;\mathrm{sgn}\,\sigma\prod_{j=1}^n g_{j\pi(j)}\,g_{j\sigma(j)}. \label{wick}
\end{equation}
Each pair $(\pi,\sigma)$ is one labelled vacuum diagram, with $\pi$ for spin up and $\sigma$ for spin down.

\section{The exponential formula}

Two vertices belong to the same component if a chain of lines of either spin joins them. No cycle leaves a component, so both the signs and the products in \eqref{wick} factorize over components. Let $C(B)$ be the sum of the connected diagrams on a vertex set $B$. Sorting all diagrams by their components gives
\begin{equation}
W(1,\dots,n)=\sum_{\text{partitions of }\{1,\dots,n\}}\ \prod_{\text{blocks }B}C(B). \label{partition}
\end{equation}
For $n=2$ this reads $W(1,2)=C(1,2)+C(1)C(2)$.

Let $c_k$ be $C(1,\dots,k)$ summed over all sites and integrated over all times. Every time runs independently over $(0,\beta)$, so the integral of a product of blocks is the product of their integrals, and each depends on the size of its block alone. Now count the partitions with $m_k$ blocks of size $k$. Write the $n$ labels in any of $n!$ orders and cut the row into blocks of the prescribed sizes. The same partition appears $\prod_k (k!)^{m_k}m_k!$ times, from reordering inside blocks and exchanging blocks of equal size. Therefore
\begin{equation}
\frac{z_n}{n!}=\sum_{\{m_k\}:\ \sum_k km_k=n}\ \prod_k\frac{1}{m_k!}\left(\frac{c_k}{k!}\right)^{m_k}. \label{count}
\end{equation}
Multiply by $(-U)^n=\prod_k(-U)^{km_k}$ and sum over $n$. The constraint disappears and every $m_k$ is summed freely:
\begin{equation}
\frac{Z}{Z_0}=\prod_{k\ge1}\sum_{m_k=0}^\infty\frac{1}{m_k!}\left[\frac{(-U)^kc_k}{k!}\right]^{m_k}=\exp\sum_{k\ge1}\frac{(-U)^k}{k!}c_k .
\end{equation}
The linked-cluster theorem follows:
\begin{equation}
\boxed{\ \ln\frac{Z}{Z_0}=\sum_{n\ge1}\frac{(-U)^n}{n!}c_n\ } \label{lct}
\end{equation}

These steps are identities between power series, since each power of $U$ collects finitely many terms. On a finite ring more is true. There $Z(U)$ is the trace of the exponential of a finite matrix, hence analytic for all complex $U$, and $Z(0)>0$. Its logarithm is analytic in the disk around $U=0$ that reaches to the nearest zero of $Z$, and \eqref{lct} converges in that disk.

The single site shows the diagrams at work. For $\tau=\tau_1-\tau_2>0$ we have $g_{12}=-(1-\nu)e^{\mu\tau}$ and $g_{21}=\nu e^{-\mu\tau}$, so exchanging the two vertices for one spin gives $-g_{12}g_{21}=\nu(1-\nu)$. The diagram without any exchange is disconnected and equals $\nu^4=p^2$. The other three are connected:
\begin{equation}
2\nu^2\cdot\nu(1-\nu)+\nu^2(1-\nu)^2=\nu^2(1-\nu)(1+\nu)=p(1-p),
\end{equation}
which is the second cumulant in \eqref{atomlog}.

\subsection*{Symmetry factors}

Diagrams are often drawn without labels. Of the $n!$ relabellings of a diagram $\Gamma$, let $S_\Gamma$ leave it unchanged. Then $\Gamma$ has $n!/S_\Gamma$ distinct labelled versions, all with the same integrated value $I_\Gamma$, signs included. The factor $1/n!$ in \eqref{lct} becomes $1/S_\Gamma$:
\begin{equation}
\ln\frac{Z}{Z_0}=\sum_{\Gamma\ \text{connected}}\frac{(-U)^{n_\Gamma}I_\Gamma}{S_\Gamma}. \label{unlabelled}
\end{equation}
A disconnected diagram with $m_i$ copies of $\Gamma_i$ has $S=\prod_i m_i!\,S_i^{m_i}$, because a symmetry may act inside each copy and may also permute equal copies. The $m_i!$ are those of the exponential series. For example, the second-order diagram with an exchange for one spin has $S=2$, and two copies of it have $S=2!\cdot2^2=8$.

\section{The replica proof}

Take $R$ independent copies of the system, with $R$ a positive integer. Their partition function is $Z^R$. In its expansion each vertex also carries a replica index, and lines join vertices of the same replica only. A connected component therefore has one index, which can take $R$ values. Let $D_{n,c}$ be the integrated sum of $n$-vertex diagrams with $c$ components, so that $D_{n,1}=c_n$. Then
\begin{equation}
\left(\frac{Z}{Z_0}\right)^R=1+\sum_{n\ge1}\frac{(-U)^n}{n!}\sum_{c=1}^nR^c\,D_{n,c}. \label{replica}
\end{equation}
The left side is also
\begin{equation}
\exp\left(R\ln\frac{Z}{Z_0}\right)=1+R\ln\frac{Z}{Z_0}+\frac{R^2}{2}\left(\ln\frac{Z}{Z_0}\right)^2+\dots \label{smallR}
\end{equation}
Since $\ln(Z/Z_0)$ starts at order $U$, the coefficient of $U^n$ in \eqref{smallR} is a polynomial in $R$ of degree at most $n$. So is the coefficient in \eqref{replica}. The two agree at every positive integer and are thus the same polynomial. Comparing the parts linear in $R$ gives \eqref{lct} again. The continuation to small $R$ is unambiguous here because it is made on polynomials, order by order.

\section{Extensivity}

\subsection*{One free vertex}

The propagators depend on differences of position and time. Shifting one time by $\beta$ changes the sign of every $G$ that joins this vertex to another one, and leaves a line from the vertex to itself unchanged. For each spin the vertex has either one such closed line or one incoming and one outgoing line, so the sign changes come in pairs and $C$ is periodic in each time. We may fix vertex 1 at the origin:
\begin{equation}
c_n=N\beta\sum_{x_2\dots x_n}\int_0^\beta d\tau_2\dots d\tau_n\,C(0,2,\dots,n). \label{fixed}
\end{equation}
Translation invariance gives the same prefactor for disconnected diagrams. The difference lies in the remaining sum, which for connected diagrams stays finite as $N$ grows. To show this we need the decay of $G$.

\subsection*{Decay of the propagator}

With $\xi_k=-2t\cos k-\mu$ and $-\beta<\tau\le0$,
\begin{equation}
G_x(\tau)=\frac1N\sum_k e^{ikx}F_\tau(k),\qquad F_\tau(k)=\frac{e^{-\xi_k\tau}}{e^{\beta\xi_k}+1}. \label{prop}
\end{equation}
Positive times follow from $G(\tau)=-G(\tau-\beta)$. For real $k$ we have $0\le F_\tau\le1$: the numerator is at most $e^{\beta\xi_k}$ if $\xi_k\ge0$, and at most 1 if $\xi_k<0$. Hence $|G_x|\le1$.

On the infinite chain the sum becomes $\int dk/2\pi$. The integrand has poles where $\xi_k=i\pi(2l+1)/\beta$ with integer $l$. Let $\kappa$ be the smallest $|\mathrm{Im}\,k|$ among them. For any $\kappa'<\kappa$ the contour can be shifted to $\mathrm{Im}\,k=\pm\kappa'$, since the vertical sides cancel by periodicity, and
\begin{equation}
|G^\infty_x(\tau)|\le B\,e^{-\kappa'|x|}, \label{decay}
\end{equation}
with $B$ independent of $x$ and $\tau$. Inserting $F_\tau(k)=\sum_yG^\infty_y e^{-iky}$ into \eqref{prop} keeps those $y$ that equal $x$ modulo $N$:
\begin{equation}
G_x(\tau)=\sum_{m=-\infty}^{\infty}G^\infty_{x+mN}(\tau). \label{images}
\end{equation}
Thus $A=\sum_x\sup_\tau|G_x(\tau)|$ is bounded by $\sum_y\sup_\tau|G_y^\infty(\tau)|$, which is finite and independent of $N$.

\subsection*{Bound and limit}

A connected diagram contains a tree of $n-1$ lines that reaches all its vertices. Bound the other lines by 1 and sum over positions from the ends of the tree inward. Each summation gives at most $A$. If $K_n$ is the number of connected labelled diagrams,
\begin{equation}
|c_n|\le N\beta^nK_nA^{n-1}. \label{bound}
\end{equation}

The ratio $c_n/N$ also has a limit. Insert \eqref{images} for every line. The image sums on the tree lines extend the positions $x_2,\dots,x_n$ from the ring to all integers. If all other lines have $m=0$, the result is the infinite-chain value. Otherwise some closed loop of lines has total displacement equal to a nonzero multiple of $N$, so the lengths of its lines add up to at least $N$. By \eqref{decay} such terms are of order $e^{-\kappa''N}$ for any $\kappa''<\kappa'$, and the unused part of the decay keeps the sums finite. The free part $\ln Z_0=2\sum_k\ln(1+e^{-\beta\xi_k})$ is a sum over equally spaced points of a function periodic and analytic in the same strip, so it too is $N$ times an integral up to exponentially small terms. At each order in $U$, $\ln Z$ and the grand potential $-T\ln Z$ are therefore extensive.

\subsection*{Where the argument stops}

The bound \eqref{bound} does not give a convergence radius in $U$ that is uniform in $N$. If $\pi$ is one $n$-cycle, every $\sigma$ gives a connected diagram, so $K_n\ge(n-1)!\,n!$ and $K_n/n!$ grows factorially.

For $\mu$ inside the band the exponential decay needs $T>0$: linearizing $\xi_k\approx v(k-k_F)$ at low temperature gives $\kappa\approx\pi T/v$. The decay length $1/\kappa$, which the ring must exceed before the finite-size corrections become exponentially small, then grows as $1/T$.

The range of the interaction matters as well. If it couples different sites, the tree may run along an interaction line, and the bound then needs the interaction summed over distance to stay finite as $N$ grows. This condition is sufficient for extensivity at each order, and we have not shown that it is necessary. The bare Coulomb interaction is not summable, so the bound does not cover it. For $V=g\hat N_\uparrow\hat N_\downarrow$, which couples all sites equally, the first-order term is
\begin{equation}
-\beta g\langle\hat N_\uparrow\rangle_0\langle\hat N_\downarrow\rangle_0=-\beta g(N\nu)^2. \label{alltoall}
\end{equation}
Its diagram is connected through the interaction, yet it grows as $N^2$.

\section{A worked example}

Choose $t=1$ as the unit of energy, $\beta=2$ and $\mu=-0.5$. The nearest poles satisfy $\cos k=0.25\mp0.785i$, which gives $\kappa=0.733$ per site. On 32 sites $\nu=0.41008$, so the first-order diagram is $c_1/N=\beta\nu^2=2(0.41008)^2=0.3363$. For $n=2$ and 3 the diagrams in \eqref{wick} are summed over positions, and the times are integrated by Gauss--Legendre quadrature:
\begin{center}
\begin{tabular}{rcccc}
$N$ & $c_1/N$ & $c_2/N$ & $c_3/N$ & $z_2/N$\\
4 & 0.2802 & 0.1986 & 0.1803 & 0.513\\
8 & 0.3327 & 0.1902 & 0.0953 & 1.076\\
16 & 0.3363 & 0.1929 & 0.0876 & 2.003\\
32 & 0.3363 & 0.1930 & 0.0877 & 3.813
\end{tabular}
\end{center}
The connected columns settle. At $N=4$, $c_3/N$ is still about twice its value on the larger rings. The last column grows because $z_2=c_2+c_1^2$. For $N=32$ this gives $z_2/N=0.193+32(0.3363)^2=3.81$.

The contrast is visible in space. With $b=-g_{12}g_{21}$, the connected second-order function is $(\nu^2+b)^2-\nu^4=2\nu^2b+b^2$. Its integral over the relative time, on 32 sites, is $0.112$ at distance 0, $-0.0090$ at distance 1 and $-3.6\times10^{-5}$ at distance 4. The disconnected part is $\beta\nu^4=0.057$ at every distance.

For four sites $H$ is a $256\times256$ matrix and can be diagonalized. At $U=0.4$ this gives $\ln Z=6.97194$. The connected series, with $\ln Z_0=7.36365$, gives
\begin{equation}
7.36365-0.44829+0.06357-0.00769=6.97124 ,
\end{equation}
which differs from the diagonalized value by $0.0007$.

Finally, keep terms through second order on 32 sites at $U=0.4$. The connected series gives
\begin{equation}
\frac1N\ln\frac{Z}{Z_0}\approx-0.4(0.3363)+\frac{0.4^2}{2}(0.1930)=-0.119 .
\end{equation}
Truncating $Z$ itself gives $Z/Z_0\approx1-4.305+9.760=6.455$, and so $\ln(6.455)/32=+0.058$. The sign is wrong, since a repulsion lowers $Z$. The truncated $Z/Z_0$ is a quadratic polynomial in $N$ up to exponentially small terms, so its logarithm per site tends to zero as $N$ grows. Truncating the connected series keeps a finite contribution per site.

Numbers in the example were calculated in double precision.
